# The Breit Interaction from Transverse Photon Exchange in Coulomb Gauge, part 1

(Sections cited here and not found follow in the second part.)

## From one exchanged photon to the Breit operator

A Dirac electron couples to the vector potential through its velocity, which is represented by the matrices $\boldsymbol\alpha$. When one photon passes between two electrons, each electron supplies one such factor, so the interaction must have the form

$$
B=-\alpha_{1i}\,\alpha_{2j}\,T_{ij}(\mathbf r),\qquad \mathbf r=\mathbf r_1-\mathbf r_2 ,
$$

with repeated indices summed. The minus sign is a convention here and will be derived below. If the photon transfers no energy, the separation $\mathbf r$ is the one length available to build $T_{ij}$. An interaction energy between unit charges is an inverse length, so $T_{ij}$ is $1/r$ times a dimensionless tensor that depends on the unit vector $\mathbf n=\mathbf r/r$. Rotation and reflection symmetry leave two candidates, $\delta_{ij}$ and $n_in_j$. The third tensor one could write, $\epsilon_{ijk}n_k$, would give $(\boldsymbol\alpha_1\times\boldsymbol\alpha_2)\cdot\mathbf n$, which changes sign under reflection. Hence

$$
T_{ij}=\frac{a\,\delta_{ij}+b\,n_in_j}{r},
$$

with two pure numbers $a$ and $b$.

Two properties of the photon fix these numbers. In Coulomb gauge the vector potential has no divergence, so $\partial_iT_{ij}=0$. With $\partial_i(1/r)=-r_i/r^3$ and

$$
\partial_i\frac{r_ir_j}{r^3}=\frac{3r_j+r_j}{r^3}-\frac{3r_j}{r^3}=\frac{r_j}{r^3},
$$

the divergence is $\partial_iT_{ij}=(b-a)\,r_j/r^3$, and therefore $a=b$. Secondly, each wave vector carries two polarizations. If each of them contributes the static propagator $4\pi/k^2$, whose Fourier transform is $1/r$, the trace is $T_{ii}=2/r$, so that $3a+b=2$. Together these give $a=b=\tfrac12$ and

$$
B=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)}{2r}.
$$

The argument has assumed the sign, the factor $4\pi/k^2$ and the meaning of "no energy transferred". These have to come from the dynamics.

The units are Hartree atomic units with Gaussian electromagnetism: $\hbar=m=e=1$, the electron has charge $-1$, and $c$ is the inverse fine-structure constant. Without radiation, one electron in a local potential $U$ has the Hamiltonian

$$
h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+U(\mathbf r).
$$

A charge $q$ enters a magnetic field through $\mathbf p\to\mathbf p-q\mathbf A/c$. For $q=-1$ this is $\mathbf p+\mathbf A/c$, and the factor $c$ in front of $\boldsymbol\alpha\cdot\mathbf p$ cancels the $1/c$. The coupling of the electrons to the radiation field is then

$$
H'=\boldsymbol\alpha_1\cdot\mathbf A(\mathbf r_1)+\boldsymbol\alpha_2\cdot\mathbf A(\mathbf r_2).
$$

In Coulomb gauge, $\nabla\cdot\mathbf A=0$, Gauss's law reduces to $-\nabla^2\phi=4\pi\varrho$ for the charge density $\varrho$ at the same instant. The energy of the corresponding field is $\frac1{8\pi}\int|\nabla\phi|^2d^3r=\frac12\int\varrho\phi\,d^3r$. For two electrons this contains the repulsion $1/r$, apart from self-energies that do not depend on $\mathbf r$. The cross term between $\nabla\phi$ and the transverse electric field integrates to zero because $\mathbf A$ has no divergence. The Coulomb repulsion is thus present before any photon is exchanged, and photons mediate what remains.

In a large volume $\mathcal V$ the vector potential is

$$
\mathbf A(\mathbf r)=\sum_{\mathbf k\lambda}N_k\left(\boldsymbol\varepsilon_{\mathbf k\lambda}\,a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}+\boldsymbol\varepsilon^*_{\mathbf k\lambda}\,a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\right),\qquad \omega=ck,
$$

with two unit polarization vectors perpendicular to each $\mathbf k$. The amplitude $N_k$ follows from the zero-point energy $\omega/2$ of a mode. In the vacuum a mode has mean square electric field $N_k^2\omega^2/c^2$, because $\mathbf E=-\dot{\mathbf A}/c$. Its mean square magnetic field is $N_k^2k^2$, which is the same number. The field energy is therefore

$$
\frac{\mathcal V}{8\pi}\,\frac{2N_k^2\omega^2}{c^2}=\frac{\omega}{2}
\quad\Longrightarrow\quad N_k^2=\frac{2\pi c^2}{\mathcal V\omega}.
$$

Let electron 1 go from orbital $a$ to orbital $c$ and electron 2 from $b$ to $d$. All four are positive-energy eigenstates of $h$; the label $c$ on an orbital will not be confused with the speed of light. Energy is conserved overall, and the transferred energy is

$$
\Delta=\varepsilon_a-\varepsilon_c=\varepsilon_d-\varepsilon_b .
$$

The interaction $H'$ creates or absorbs one photon, so exchange first appears in second order, as a sum over intermediate states $I$ of $\langle f|H'|I\rangle\langle I|H'|i\rangle/(E_i-E_I)$. There are two time orderings. If electron 1 emits, the intermediate state holds orbitals $c$ and $b$ and a photon, and the denominator is $\varepsilon_a-\varepsilon_c-\omega=\Delta-\omega$. If electron 2 emits, it holds $a$ and $d$ and a photon, and the denominator is $\varepsilon_b-\varepsilon_d-\omega=-\Delta-\omega$. Terms in which one electron emits and reabsorbs the photon are self-energies and are left out.

The numerators of the two orderings differ by the exchange of $e^{i\mathbf k\cdot(\mathbf r_1-\mathbf r_2)}$ with its complex conjugate. Changing $\mathbf k$ to $-\mathbf k$ in one of the sums makes them equal, because the polarization sum

$$
\sum_\lambda\varepsilon_{i}\varepsilon^*_{j}=\delta_{ij}-\frac{k_ik_j}{k^2}
$$

is even in $\mathbf k$. This sum is the completeness relation for three orthogonal unit vectors with the one along $\mathbf k$ removed. The denominators then add:

$$
\frac1{\Delta-\omega}+\frac1{-\Delta-\omega}
=\frac{(-\Delta-\omega)+(\Delta-\omega)}{(\Delta-\omega)(-\Delta-\omega)}
=-\frac{2\omega}{\omega^2-\Delta^2}.
$$

Multiplication by $N_k^2$ cancels the factor $\omega$, and $\omega=ck$ gives

$$
-\frac{2\omega}{\omega^2-\Delta^2}\,\frac{2\pi c^2}{\mathcal V\omega}
=-\frac1{\mathcal V}\,\frac{4\pi}{k^2-\Delta^2/c^2}.
$$

This is the origin of the minus sign and of the factor $4\pi$. The sum of orderings can be checked on a small model that can be diagonalized: two two-level systems with gap 0.3, each coupled with strength 0.01 to one mode of energy 1. The formula gives an exchange coupling of $-2.1978\times10^{-4}$, and diagonalization gives $-2.1976\times10^{-4}$. The difference is about $9\times10^{-5}$ of the formula's value, the size expected of the next order, which is smaller by the square of the coupling times a factor that is close to one for this gap and grows as the gap approaches the photon energy.

For a large volume, $\mathcal V^{-1}\sum_{\mathbf k}$ becomes $\int d^3k/(2\pi)^3$. The zero-frequency approximation drops $\Delta^2/c^2$ beside $k^2$. It needs $|\Delta|r/c\ll1$, which means that light crosses the distance between the electrons in a time short compared with $1/|\Delta|$. What remains is the form assumed at the start, with

$$
T_{ij}=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\left(\delta_{ij}-\hat k_i\hat k_j\right)e^{i\mathbf k\cdot\mathbf r}.
$$

In spherical coordinates with the axis along $\mathbf n$, let $x=\hat{\mathbf k}\cdot\mathbf n$. The $k^2$ of the volume element cancels the propagator. Since the projector is even in $\hat{\mathbf k}$, the exponential may be replaced by its cosine, and

$$
\int_0^\infty\cos(krx)\,dk=\pi\,\delta(rx)=\frac{\pi}{r}\,\delta(x),
$$

understood as the limit of an integral with a smooth cutoff. Thus

$$
T_{ij}=\frac1{2\pi^2}\int_0^{2\pi}\!d\varphi\int_{-1}^{1}\!dx\,\left(\delta_{ij}-\hat k_i\hat k_j\right)\frac{\pi}{r}\delta(x)
=\frac1r\Big(\delta_{ij}-\overline{\hat k_i\hat k_j}\Big),
$$

where the bar is an average over the circle of directions perpendicular to $\mathbf r$. On that circle the average of $\hat k_i\hat k_j$ is half the projector onto the plane, $\tfrac12(\delta_{ij}-n_in_j)$. Therefore

$$
T_{ij}=\frac1r\left[\delta_{ij}-\tfrac12(\delta_{ij}-n_in_j)\right]=\frac{\delta_{ij}+n_in_j}{2r},
$$

in agreement with the symmetry argument. A numerical $k$ integral with explicit polarization vectors gives $rT=1.00000000$ along $\mathbf n$ and $0.50000000$ across it.

The two terms of the projector split the interaction. The term $\delta_{ij}$ gives the Gaunt term and the term $\hat k_i\hat k_j$ gives the gauge retardation term:

$$
B=G+R,\qquad G=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r},\qquad
R=\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)}{2r}.
$$

Since $\partial_jr=r_j/r$ and $\partial_i(r_j/r)=(\delta_{ij}-n_in_j)/r$, the second term can also be written

$$
R=\tfrac12(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)\,r ,
$$

where $\nabla$ differentiates with respect to $\mathbf r$.

The velocity operator is $i[h,\mathbf r]=c\boldsymbol\alpha$. Replacing $c\boldsymbol\alpha$ by the classical momenta $\mathbf p$ (with $m=1$) turns $B$ into a term of the classical Hamiltonian, of relative order $p^2/c^2$ beside the Coulomb repulsion. For equal momenta it is $-p^2/(2c^2r)$ when the electrons move side by side and $-p^2/(c^2r)$ when one follows the other. The Gaunt term alone would give the second value in both cases. The minus sign holds at given momenta. If the energy is written in terms of the velocities instead, the interaction term of this order has the opposite sign, because the momenta themselves contain a part due to the interaction.

The name of $R$ refers to retardation, although $B$ was obtained at zero frequency. The link is a double commutator. The terms $\beta c^2$ and $U$ commute with $r$, so $[h_1,r]=-ic\,\boldsymbol\alpha_1\cdot\nabla r$. For electron 2 the gradient has the opposite sign, $\nabla_2=-\nabla$, and

$$
[h_2,[h_1,r]]=(ic)(-ic)(\boldsymbol\alpha_2\cdot\nabla)(\boldsymbol\alpha_1\cdot\nabla)r=2c^2R .
$$

Between eigenstates of $h$ each commutator becomes an energy difference, $\varepsilon_c-\varepsilon_a=-\Delta$ for electron 1 and $\varepsilon_d-\varepsilon_b=\Delta$ for electron 2. Hence

$$
\langle cd|R|ab\rangle=-\frac{\Delta^2}{2c^2}\,\langle cd|r|ab\rangle .
$$

This holds for orbitals of one local potential. A nonlocal exchange potential would not commute with $r$.

The same device shows what another gauge does with this term. Let $w=\Delta/c$ and keep the frequency. From $[h_1,e^{i\mathbf k\cdot\mathbf r_1}]=c\,\boldsymbol\alpha_1\cdot\mathbf k\,e^{i\mathbf k\cdot\mathbf r_1}$, the factor $\boldsymbol\alpha_1\cdot\mathbf k$ may be replaced by $-w$ in the matrix element. For electron 2 the exponential is $e^{-i\mathbf k\cdot\mathbf r_2}$. Its commutator has the opposite sign and its energy difference is $+\Delta$, so $\boldsymbol\alpha_2\cdot\mathbf k$ also becomes $-w$. The $\hat k_i\hat k_j$ part of the exchange, added to the Coulomb term, is then

$$
\frac{4\pi}{k^2}+\frac{w^2}{k^2}\,\frac{4\pi}{k^2-w^2}=\frac{4\pi}{k^2-w^2}.
$$

Charges and currents now share one propagator, and the full interaction is $(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)$ times its Fourier transform. This is the Feynman-gauge form. The pole at $k=|w|$ is treated by the principal value, which keeps the real part of the energy. It is the mean of the outgoing and incoming waves $e^{\pm iwr}/r$, that is, $\cos(wr)/r$. Expanding,

$$
\frac{\cos wr}{r}=\frac1r-\frac{\Delta^2r}{2c^2}+\dots
$$

The second term, taken between charges, is the matrix element of $R$ just found. What appears in Feynman gauge as the first retardation correction to the charge-charge interaction appears in Coulomb gauge as a zero-frequency operator between currents.

The exchange of one transverse photon at zero frequency gives the Breit operator $B=G+R$, and between orbitals of one local potential the matrix element of $R$ equals the first retardation correction to the charge-charge interaction in Feynman gauge. What remains is to find what the two terms contribute for bound s electrons and how large the error of the zero-frequency limit is.

Numbers in the example were calculated in double precision.
